# The 48 domain states of polar hafnia from its fluorite parent

Polar hafnia, with space group $H=Pca2_1$, has 48 domain states when it is regarded as a small distortion of the cubic fluorite structure, $G=Fm\bar3m$. The number is the group-subgroup index, and it factorises as

$$
[G:H]=\frac{48}{4}\times\frac{4}{1}=12\times4=48 .
$$

The first factor compares the orders of the point groups $m\bar3m$ and $mm2$ and counts orientations. The second compares the formula units in the primitive cells, four in the polar phase and one in fluorite, and counts translational variants of each orientation. The twelve orientations are not twelve polar directions: there are six polar directions, each with two placements of the other orthorhombic axes.

Positions are given in fractions of the conventional cubic cell, with a hafnium atom at the origin. The orthorhombic axes $a,b,c$ lie along $x,y,z$, and the polarization of the starting state lies along $c$. The polar structure $S$ is a field of displacements $\mathbf u(\mathbf r)$ attached to the fluorite sites $\mathbf r$, with rigid shifts of the crystal removed. An operation $g=\{R|\mathbf t\}$ of $G$ carries $\mathbf r$ to $R\mathbf r+\mathbf t$ and turns the displacement there into $R\mathbf u(\mathbf r)$. Since $g$ is a symmetry of the parent, $gS$ has the same energy as $S$ when there is no field or stress. The domain states are the distinct structures among all the $gS$.

Two operations give the same state under the condition

$$
gS=g'S\iff g^{-1}g'S=S\iff g^{-1}g'\in H ,
$$

because $H$ is by definition the set of operations that leave $S$ unchanged. This says that $g'$ lies in the coset $gH$. States and left cosets therefore correspond one to one, and their number is $[G:H]$.

Both groups are infinite, so the index is best found after removing the translations they share. Let $\Lambda_P$ be the simple cubic lattice of whole-cell translations. Every rotation part $R$ in $G$ permutes the cubic axes and changes their signs, so it carries integer vectors into integer vectors. Hence $\Lambda_P$ is normal in $G$, and it can be divided out:

$$
[G:H]=\frac{|G/\Lambda_P|}{|H/\Lambda_P|}.
$$

For the numerator, the hafnium sites are the face-centred lattice $\Lambda_F$, which modulo $\Lambda_P$ consists of

$$
\mathbf 0,\quad \mathbf t_1=(0,\tfrac12,\tfrac12),\quad
\mathbf t_2=(\tfrac12,0,\tfrac12),\quad
\mathbf t_3=(\tfrac12,\tfrac12,0).
$$

The oxygen sites are the eight points whose coordinates are each $\frac14$ or $\frac34$. All 48 signed permutations preserve both sets. For a given $R$, the hafnium atom at the origin moves to $\mathbf t$, which must again be a hafnium site, so $\mathbf t$ has four possible values. Thus $|G/\Lambda_P|=48\times4=192$.

For the denominator, the coordinate triplets of $Pca2_1$ in its standard setting are

$$
(x,y,z),\quad(-x,-y,z+\tfrac12),\quad(x+\tfrac12,-y,z),\quad(-x+\tfrac12,y,z+\tfrac12).
$$

The standard origin is not on a hafnium site. Write the standard coordinates as $\mathbf r+\mathbf s$ with $\mathbf s=(0,\frac14,0)$. An operation with rotation part $W$ and translation $\mathbf w$ in the standard setting then has translation $\mathbf t=\mathbf w+W\mathbf s-\mathbf s$ in the fluorite setting. For the screw axis, $W\mathbf s=-\mathbf s$ and $\mathbf t=(0,-\frac12,\frac12)$, which equals $\mathbf t_1$ modulo a cell. For the mirror part $m_y$, again $W\mathbf s=-\mathbf s$ and $\mathbf t=(\frac12,-\frac12,0)$, which equals $\mathbf t_3$. For $m_x$, $W\mathbf s=\mathbf s$ and $\mathbf t=\mathbf t_2$. Therefore

$$
H/\Lambda_P=\bigl\{\{1|\mathbf 0\},\ \{2_z|\mathbf t_1\},\ \{m_y|\mathbf t_3\},\ \{m_x|\mathbf t_2\}\bigr\}.
$$

Each member belongs to $G$, so $H$ is indeed a subgroup, and the index is $192/4=48$.

To separate the two factors, add the lost centring translations to $H$. The result is the intermediate group $K=\Lambda_FH=Fmm2$, which has four rotation parts with four translations each, or 16 operations modulo $\Lambda_P$. Two states have the same orientation if a translation in $\Lambda_F$ connects them. Since $\Lambda_F$ is also normal in $G$, the operations that produce such states from $S$ form $\Lambda_FgH=g\Lambda_FH=gK$. Orientations thus correspond to cosets of $K$, and

$$
[G:K]=\frac{192}{16}=12,\qquad [K:H]=\frac{16}{4}=4 .
$$

Macroscopic quantities give the twelve a direct meaning. A polarization along $z$ is preserved by the eight operations of $4mm$, so polarization alone separates $48/8=6$ classes. A strain with three unequal edges along the cubic axes is preserved by the eight operations of $mmm$, so strain alone also separates six. Both together are preserved by the four operations of $mm2$, and separate $48/4=12$. A centring translation changes no homogeneous macroscopic tensor, so the four variants of one orientation have the same polarization and strain. They differ in the registry of their atomic displacements and can meet at antiphase boundaries.

The count requires that $S$ have no symmetry beyond $H$. The displacement modes give a sufficient condition for this, and they give the number 48 a second time. Define $\sigma_i=+1$ on oxygen sites whose coordinate $i$ is $\frac14$, and $\sigma_i=-1$ where it is $\frac34$. Start with an oxygen atom at $(\frac14,\frac34,\frac14)$ displaced by $(u_x,u_y,u_z)$. The other three operations of $H$ give

$$
\begin{aligned}
(\tfrac34,\tfrac34,\tfrac14)&:\ (u_x,-u_y,u_z),\\
(\tfrac34,\tfrac34,\tfrac34)&:\ (-u_x,-u_y,u_z),\\
(\tfrac14,\tfrac34,\tfrac34)&:\ (-u_x,u_y,u_z).
\end{aligned}
$$

In this layer the $x$ displacement follows $\sigma_z$, the $y$ displacement follows $\sigma_x$, and the $z$ displacement is uniform. The layer at $y=\frac14$ obeys the same rule with independent values. Both layers are described by

$$
\begin{aligned}
u_x&=\sigma_z(L+T\sigma_y),\\
u_y&=\sigma_x(N+M\sigma_y),\\
u_z&=P+A\sigma_y .
\end{aligned}
$$

Here $u_z$ is measured relative to hafnium. $P$ is the polar amplitude, $T$ the displacement pattern of tetragonal hafnia, with its axis along $x$, and $A$ an antipolar pattern in which successive oxygen layers along $y$ move oppositely. In fluorite, $T$ and $N$ have the wave vector of the X point along $x$, $A$ that along $y$, and $M$ and $L$ that along $z$.

A translation by half a cell along $i$ reverses $\sigma_i$. Inversion $I$ at a hafnium site reverses every $\sigma_i$ and every displacement, while the mirror $m_i$ reverses $\sigma_i$ and $u_i$. The amplitudes therefore acquire these signs:

| | $P$ | $T$ | $A$ | $N$ | $M$ | $L$ |
|---|---|---|---|---|---|---|
| $\mathbf t_1$ | + | + | − | + | − | − |
| $\mathbf t_2$ | + | − | + | − | − | − |
| $\mathbf t_3$ | + | − | − | − | + | + |
| $I$ | − | − | + | + | − | + |
| $m_x$ | + | − | + | − | − | − |
| $m_y$ | + | − | − | − | + | + |

Suppose that $P$, $T$ and $A$ are all nonzero. An operation that preserves $S$ must keep the polar direction $+z$, and it must keep the axis of the tetragonal pattern, $x$, up to sign. Its rotation part is then $1$, $2_z$, $m_x$ or $m_y$, so it belongs to $K$ and is a member of $H$ followed by a centring translation. The member of $H$ changes nothing. By the table, each nonzero centring translation reverses $T$ or $A$. None is therefore allowed, and the symmetry is $H$.

The same signs enumerate the states. There are three choices for the axis of $T$ and two for a polar axis perpendicular to it. Once the axes are chosen, the four translations, with the identity included, produce all four sign pairs of $T$ and $A$ at fixed $P$. Inversion reverses $P$, after which the translations again produce all four pairs. Hence

$$
3\times2\times2^3=48 .
$$

The signs of the remaining modes are not free. Every row of the table leaves the products $PTN$ and $TAM$ unchanged, and $m_z$ does so too because it is the product of $I$, $m_x$ and $m_y$. The energy may therefore contain the trilinear terms $PTN$ and $TAM$, together with their images under exchange of the cubic axes. The product $TAL$ survives the translations but changes sign under inversion, so it is forbidden as an energy term; the quartic product $PTAL$ is allowed. In the 48 states the signs of $N$, $M$ and $L$ are thus tied to those of $P$, $T$ and $A$. Reversing $N$ alone changes the sign of $PTN$. It gives a structure that no parent symmetry connects with $S$, whose energy may differ. Likewise, two domain states with opposite $P$ and the same $T$ must have opposite $N$.

Leaving out modes shows what each contributes. $P$ alone gives six states. $P$ and $T$ give $6\times2\times2=24$, because $T$ has two possible axes perpendicular to $P$ and two signs. Adding $N$ leaves 24, since its sign follows from the other two. $T$ and $A$ without $P$ also give 24: inversion followed by $\mathbf t_2$ preserves both, so the structure still has an inversion centre and is not polar. $P$, $T$ and $A$ together give the full 48.

Counting the distinct subgroups conjugate to $H$ would give a different number. All 32 operations of $G/\Lambda_P$ whose rotation parts are diagonal carry $H$ into itself. Conjugation by such a rotation changes only signs of half-cell translations, which is immaterial modulo a cell. Conjugation by a centring translation $\boldsymbol\tau$ adds $\boldsymbol\tau-R\boldsymbol\tau$, whose components are 0 or $2\tau_i$ and hence integers. An operation that moves the polar axis changes $H$, and so does exchange of $x$ and $y$, because it pairs $m_x$ with $\mathbf t_3$ instead of $\mathbf t_2$. There are therefore $192/32=6$ distinct symmetry groups, and each is shared by eight domain states.

The choice of parent also matters. The pattern $T$ alone has three axes and two signs, so the cubic parent has six tetragonal states, each with $192/6=32$ operations modulo $\Lambda_P$. Every operation of $H$ preserves $T$, so $H$ is a subgroup of the symmetry group of the tetragonal state with the same $T$. One tetragonal domain then leads to $32/4=8$ polar states: four polar directions perpendicular to its axis, with two translational variants of each. The cubic count is recovered as $6\times8=48$. A grain that begins as one tetragonal domain and keeps its $T$ pattern has these eight states available, not all 48.

For a numerical example, take a 10 nm hafnia capacitor film whose unit cell has edges $a=0.52$, $b=0.50$ and $c=0.51$ nm, which are rough values for the polar phase. In cell fractions, let the hafnium displacement be $(0.03,0.02,0)$, that of the oxygen at $(\frac14,\frac34,\frac14)$ be $(0.11,0.07,-0.11)$, and that of the oxygen at $(\frac14,\frac14,\frac14)$ be $(-0.02,0.04,0)$. These are round model values of roughly realistic size; they are not a computed equilibrium. The relative signs matter: with these, each hafnium atom has seven oxygen neighbours at 0.20 to 0.22 nm, whereas reversing the $z$ displacement of the first oxygen alone, which reverses $PTN$ and $TAM$, would push it to 0.136 nm from a hafnium atom. Half the sum and half the difference of the two oxygen displacements give

$$
\begin{aligned}
P&=\tfrac12(0-0.11)=-0.055,\\
T&=\tfrac12(-0.02-0.11)=-0.065,\\
A&=\tfrac12(0+0.11)=0.055 .
\end{aligned}
$$

All three are nonzero, so the model has 48 states. The largest atomic shift is 0.087 nm, less than 0.125 nm, which is half the shortest oxygen spacing, so each atom can be assigned to its own fluorite site.

With nominal ionic charges, $-2e$ on oxygen, the eight oxygen atoms in the cell volume of $0.1326\ \mathrm{nm^3}$ give a polarization relative to fluorite of magnitude

$$
\mathcal P=\frac{8\times2e\times0.055\times0.51\ \mathrm{nm}}{0.1326\ \mathrm{nm^3}}
=3.38\,e/\mathrm{nm^2}=54.2\ \mathrm{\mu C/cm^2},
$$

directed opposite to the mean oxygen displacement. If the film normal is [001], the largest normal polarization is this full value, carried by $2\times4=8$ states. For [110] it is $\mathcal P/\sqrt2=38.3\ \mathrm{\mu C/cm^2}$, with two polar directions and $2\times2\times4=16$ states. For [111] it is $\mathcal P/\sqrt3=31.3\ \mathrm{\mu C/cm^2}$, with three polar directions and 24 states. The last case offers the most states of equal normal polarization but the smallest switchable charge per area. For [110] the 16 states form two sets of eight, with the $a$ axis either in the film plane or inclined to it, and a stress in the film can give the two sets different energies. These projections use the cubic frame; with the unequal edges above, the lattice plane normal differs slightly between the two sets, which then carry 38.0 and $38.7\ \mathrm{\mu C/cm^2}$ respectively.

Real films commonly show remanent polarizations of roughly 10 to 30 $\mathrm{\mu C/cm^2}$, below the single-domain value of this model. They are usually polycrystalline and can contain nonpolar grains, which the model omits. The ionic charge is itself an approximation: a rough dynamical charge of $-2.5e$ on oxygen would raise 54.2 to $67.8\ \mathrm{\mu C/cm^2}$, without changing the number of states.

In real devices, stress and electric fields can remove the equality of the energies. The $a$ and $b$ edges differ by 3.92% of the mean edge. Under a rough uniaxial stress of 1 GPa, placing one or the other along the stress axis changes the energy by stress times strain difference times volume, or 32.5 meV per cell. That is comparable with the thermal energy of 25.9 meV at 300 K, but a 10 nm cube contains about 7540 cells and its splitting is about 245 eV. Thermal equilibrium would not populate such orientations equally. A field of 3 MV/cm along the polar axis separates opposite polarizations by $2\mathcal PE$ times the cell volume, or 269 meV per cell, if the oxygen atoms reverse through their fluorite sites. If the displaced oxygen layer instead crosses the hafnium planes, the same nominal charges give a switched charge of $138\ \mathrm{\mu C/cm^2}$ of opposite sign in place of $2\mathcal P=108\ \mathrm{\mu C/cm^2}$, so the switchable charge depends on the path. Without screening charge, a uniformly polarized [001] film with a rough relative permittivity of 30 would have a depolarizing field of $\mathcal P/(\varepsilon_0\varepsilon_r)=20.4$ MV/cm, far above that applied field. This estimate keeps the polarization fixed and the permittivity constant. The result exceeds the few MV/cm that hafnia films typically withstand, so it shows that the unscreened uniform state is unrealistic, not what field a working film contains. Electrode screening or a division into domains can reduce it.

Strain also affects what is meant by an orientation. Two domains with $a$ and $b$ exchanged, joined along the common diagonal of their cells, are rotated from the ideal right angle by $2\arctan(a/b)-90^\circ=2.25^\circ$. Counting such small rotations separately would give more than twelve orientations. The number twelve refers to the cubic parent frame, and 48 is the number of states that symmetry makes available there, not the number present in a given film.
